\section*{The hop rate of an adatom over a surface barrier}

\section{Problem}

An adatom rests in a site on a crystal terrace during growth from the vapour. To reach one named neighbouring site it must pass a saddle that lies $E=0.60$ eV above the bottom of its well. The prefactor for this hop is $\nu=10^{13}$ s$^{-1}$, and the surface is at $T=500$ K.

(a) How many hops per second does the adatom make over this saddle, while it is in the well?

(b) If a second, equal saddle leads out of the well on the other side, how long does the adatom stay on average?

(c) How strongly does the answer to (a) depend on the temperature and on the barrier?

\section{A tempting solution}

The prefactor says that the adatom runs at the barrier $10^{13}$ times per second. Its typical thermal energy is
\begin{equation}
k_BT=(8.617333\times10^{-5}\ \mathrm{eV/K})(500\ \mathrm{K})=0.043087\ \mathrm{eV}.
\end{equation}
The barrier is larger than this by the factor
\begin{equation}
\frac{E}{k_BT}=\frac{0.60}{0.043087}=13.925 .
\end{equation}
Each attempt supplies one portion $k_BT$, so about fourteen attempts are needed to collect the energy for one hop. The rate is therefore
\begin{equation}
k_{\text{wrong}}=\nu\,\frac{k_BT}{E}=\frac{10^{13}\ \mathrm{s^{-1}}}{13.925}\approx7.2\times10^{11}\ \mathrm{s^{-1}} .
\label{wrong}
\end{equation}

\section{Where it fails}

The two numbers $k_BT$ and $E/k_BT$ are right. The fault is the sentence about collecting energy. An adatom in thermal equilibrium exchanges energy with the crystal in both directions: what it gains in one vibration it may lose in the next. Its mean energy stays fixed and does not climb towards $E$. A hop needs a fluctuation in which the adatom has the whole energy at once, so the question is how probable such a fluctuation is.

For a harmonic vibration of angular frequency $\omega$ this probability is easily found. The states with energy below $\varepsilon$ fill an ellipse in the plane of position and momentum. Its half-axes are $\sqrt{2\varepsilon/(m\omega^2)}$ and $\sqrt{2m\varepsilon}$, and its area is
\begin{equation}
\pi\sqrt{\frac{2\varepsilon}{m\omega^2}}\sqrt{2m\varepsilon}=\frac{2\pi\varepsilon}{\omega}.
\end{equation}
The area grows linearly with $\varepsilon$, so equal intervals of energy contain equal areas. The energy distribution is then the Boltzmann factor alone, normalized to one:
\begin{equation}
P(\text{energy}>E)=\int_E^\infty \frac{e^{-\varepsilon/k_BT}}{k_BT}\,d\varepsilon=e^{-E/k_BT}.
\label{tail}
\end{equation}
The tempting solution put the ratio $k_BT/E$ in the place of this exponential. Its formula also fails a simple limit: as $E\to0$ at fixed $T$, equation (\ref{wrong}) grows without bound, although the adatom cannot cross more often than it arrives.

\section{The right rate law}

Equation (\ref{tail}) suggests $k=\nu e^{-E/k_BT}$. To see what the prefactor means, and what the law assumes, we compute the rate as a flow across the saddle.

Let $x$ be the position along the path, $v$ the velocity and $m$ the mass. The potential energy is $V(x)$, with $V=0$ at the bottom of the well, $x=0$, and $V=E$ at the saddle, $x=x_s$. Four assumptions are made: the adatom is in equilibrium within its well, it moves classically, $E$ is much larger than $k_BT$, and every outward crossing of the saddle counts as a completed hop.

In equilibrium position and velocity are independent. The probability density of position, normalized over one well, is
\begin{equation}
p(x)=\frac{e^{-V(x)/k_BT}}{\int_{\text{well}}e^{-V(x')/k_BT}dx'} .
\end{equation}
During a short time $dt$, an adatom with velocity $v>0$ crosses the saddle if it is less than $v\,dt$ in front of it. The probability for this is $p(x_s)\,v\,dt$. Dividing by $dt$ and averaging over the velocities, with those pointing inward contributing zero, gives
\begin{equation}
k=\langle v\rangle_+\,p(x_s),\qquad
\langle v\rangle_+=\frac{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}{\int_{-\infty}^{\infty}e^{-mv^2/2k_BT}dv}.
\label{flux}
\end{equation}
The upper integral is $k_BT/m$, because the integrand is the derivative of $-(k_BT/m)e^{-mv^2/2k_BT}$. The lower one is the Gaussian integral $\sqrt{2\pi k_BT/m}$. Hence
\begin{equation}
\langle v\rangle_+=\frac{k_BT}{m}\sqrt{\frac{m}{2\pi k_BT}}=\sqrt{\frac{k_BT}{2\pi m}} .
\end{equation}

For $E\gg k_BT$ the adatom is nearly always close to the bottom, where $V\approx m\omega^2x^2/2$. The integral over the well is then also Gaussian, and its limits may be moved to infinity:
\begin{equation}
\int_{\text{well}}e^{-V/k_BT}dx\approx\int_{-\infty}^{\infty}e^{-m\omega^2x^2/2k_BT}dx=\sqrt{\frac{2\pi k_BT}{m\omega^2}} .
\end{equation}
With $V(x_s)=E$, equation (\ref{flux}) becomes
\begin{align}
k&=\sqrt{\frac{k_BT}{2\pi m}}\;\sqrt{\frac{m\omega^2}{2\pi k_BT}}\;e^{-E/k_BT}\nonumber\\
&=\frac{\omega}{2\pi}\,e^{-E/k_BT}=\nu\,e^{-E/k_BT}.
\label{arr}
\end{align}
The temperature cancels outside the exponential. The explicit factors of mass cancel too, but for a given energy profile the mass still enters through $\omega$, which is proportional to $1/\sqrt m$. In one dimension the prefactor is the vibration frequency in the well.

A real adatom also moves sideways. Suppose that one sideways vibration is independent of $x$ except that its angular frequency is $\omega_w$ in the well and $\omega_s$ at the saddle. The weight of the saddle then gains a factor $\sqrt{2\pi k_BT/(m\omega_s^2)}$ and the weight of the well a factor $\sqrt{2\pi k_BT/(m\omega_w^2)}$. Their ratio $\omega_w/\omega_s$ multiplies the prefactor. A saddle that is softer sideways than the well is easier to find and raises the rate. The given $\nu$ is understood to contain such factors.

\section{Numbers for part (a)}

The exponent was already found, $E/k_BT=13.925$. The rest is
\begin{align}
e^{-13.925}&=8.96\times10^{-7},\\
k&=(10^{13}\ \mathrm{s^{-1}})(8.96\times10^{-7})=8.96\times10^{6}\ \mathrm{s^{-1}} .
\end{align}
The adatom makes about nine million hops per second over the named saddle. The tempting answer was too large by a factor of about $8\times10^4$.

Powers of ten give a check by hand. Since $e^{-y}=10^{-y/\ln10}$,
\begin{equation}
\log_{10}\frac{k}{\mathrm{s^{-1}}}=13-\frac{13.9254}{2.30259}=13-6.0477=6.9523,
\end{equation}
which lies just below 7. The rate must therefore be slightly less than ten million per second.

The third digit of $8.96$ has no physical weight, and even the second is uncertain. A barrier quoted as 0.60 eV may be off by 0.005 eV through rounding alone. This changes the exponent by $0.005/0.043087=0.116$ and the rate by about 12 per cent, so that it may lie anywhere between $8.0\times10^6$ and $10.1\times10^6$ s$^{-1}$.

\section{Part (b): waiting times}

If each attempt succeeds with the small probability $q=e^{-E/k_BT}$, independently of the others, the first success comes at attempt $n$ with probability $q(1-q)^{n-1}$. The mean of $n$ follows by differentiating the geometric series $\sum_{n\ge0}r^n=1/(1-r)$ with respect to $r$ and setting $r=1-q$:
\begin{equation}
\langle n\rangle=q\sum_{n=1}^{\infty}n(1-q)^{n-1}=\frac{q}{q^2}=\frac1q=1.12\times10^{6}.
\end{equation}
If $\nu$ is read as the frequency of attempts, more than a million attempts pass between hops, not fourteen. This need not equal the number of vibrations in the well, because $\nu$ may also contain the sideways factors described above. In a real crystal an energetic adatom may keep its energy for several vibrations, so successive attempts need not be independent. The count is a picture of the rate, whereas the rate itself came from the flow across the saddle.

With one exit and a constant rate $k$, the probability $S(t)$ of still being in the well obeys $dS/dt=-kS$, so that $S=e^{-kt}$. The mean stay is
\begin{equation}
\int_0^\infty S(t)\,dt=\frac1k=111.6\ \mathrm{ns}.
\end{equation}
With two equal exits, probability is lost through both, $dS/dt=-2kS$. The total rate of leaving is $2k=1.79\times10^7$ s$^{-1}$ and the mean stay is
\begin{equation}
\frac{1}{2k}=55.8\ \mathrm{ns}.
\end{equation}
This makes it necessary to ask what a quoted prefactor counts. Here $\nu$ belongs to one saddle. If a prefactor already includes all exits, the factor of two must not be applied again.

The result can be turned into a distance. At a deposition rate of one monolayer per second, each site receives one atom per second on average. In that second a lone adatom on an endless row would make $N=1.79\times10^7$ hops. If their directions are independent, the mean square displacement is $N$ squared spacings, because the cross terms average to zero. For a spacing of 0.38 nm the root-mean-square distance is $\sqrt{N}\times0.38$ nm, about 1.6 $\mu$m. This distance holds for a lone adatom and is not the terrace width that decides how the crystal grows, because other atoms land on the same row in the meantime. On a row of $L$ sites between two steps that capture adatoms, with deposition rate $F$ per site, the steady density at site $y$ is about $Fy(L-y)/(2k)$, so the row holds about $FL^3/(12k)$ adatoms on average. For $L=420$, a width of 160 nm, this is already 0.7, and adatoms often meet before they reach a step. In this model meetings fall below one per row and monolayer only for widths under about 50 nm. Growth by the advance of steps needs terraces of that size or narrower.

\section{Part (c): sensitivity}

Take the logarithm of equation (\ref{arr}) and differentiate it with $\nu$ and $E$ held fixed:
\begin{equation}
\ln k=\ln\nu-\frac{E}{k_BT},\qquad
\frac{d\ln k}{d\ln T}=T\,\frac{E}{k_BT^2}=\frac{E}{k_BT}=13.9 .
\end{equation}
A one per cent rise in absolute temperature thus raises $\ln k$ by about 0.14 and multiplies the rate by about $e^{0.14}$, a rise of about 15 per cent. From 500 K to 510 K the full formula gives $1.18\times10^7$ s$^{-1}$, a factor of 1.31. At 300 K the rate is about 830 s$^{-1}$, lower than at 500 K by a factor of about $10^4$. The tempting formula would have lowered it by only $500/300\approx1.7$.

At 500 K and fixed $\nu$, a change of the barrier by 0.05 eV changes the rate by the factor $e^{0.05/0.043087}=3.19$. The rate is $2.9\times10^7$ s$^{-1}$ for 0.55 eV and $2.8\times10^6$ s$^{-1}$ for 0.65 eV.

\section{How far the assumptions can be trusted}

\subsection{Shape of the well and prefactor}

A simple model of a row of sites with spacing $a$ is
\begin{equation}
V(x)=\frac E2\left[1-\cos\frac{2\pi x}{a}\right].
\end{equation}
Near the bottom $1-\cos\theta\approx\theta^2/2$, so $V\approx\pi^2Ex^2/a^2$. Equating this to $m\omega^2x^2/2$ gives $\omega^2=2\pi^2E/(ma^2)$ and
\begin{equation}
\frac{\omega}{2\pi}=\frac1a\sqrt{\frac{E}{2m}} .
\end{equation}
For a model mass of 28 u and $a=0.38$ nm this is $2.7\times10^{12}$ s$^{-1}$, smaller than the given prefactor by a factor of 3.7. A round prefactor of $10^{13}$ s$^{-1}$ is thus a statement about the order of magnitude. Sideways vibrations could supply such a factor, but they are not computed here.

For the cosine profile the flux (\ref{flux}) was also integrated numerically, without the harmonic approximation. The result is 0.981 times the harmonic rate at 500 K and 0.991 times at 250 K, both with the cosine frequency as prefactor. The small deficit can be derived. With $\theta=2\pi x/a$, the next term of the expansion gives $V\approx E\theta^2/4-E\theta^4/48$. The well is wider than its parabola, and its integral grows by the relative amount $E\langle\theta^4\rangle/(48k_BT)$. The harmonic weight has $\langle\theta^2\rangle=2k_BT/E$, and for a Gaussian $\langle\theta^4\rangle=3\langle\theta^2\rangle^2=12(k_BT/E)^2$. The growth is therefore
\begin{equation}
\frac{E}{48k_BT}\,12\left(\frac{k_BT}{E}\right)^2=\frac{k_BT}{4E}=0.018
\end{equation}
at 500 K, to leading order, and half as much at 250 K. This accounts for most of the deficit in both cases.

\subsection{Quantum motion}

Let $u=h\nu_0/k_BT$, where $\nu_0$ is the frequency of the well and also, by assumption, that of the inverted parabola at the saddle. Two corrections arise. First, the well has discrete levels. Its classical partition function is $1/u$, while the quantum sum is $\sum_n e^{-u(n+1/2)}=1/[2\sinh(u/2)]$, which is smaller. The rate is divided by this sum, so it rises by the factor $\sinh(u/2)/(u/2)$. Secondly, the adatom can tunnel. A parabolic barrier transmits a particle of energy $yk_BT$ relative to its top with probability $1/(1+e^{-2\pi y/u})$. The thermal average, relative to the classical value of one, is
\begin{equation}
\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u}}=\frac{u/2}{\sin(u/2)}\qquad(u<2\pi).
\end{equation}
For the cosine frequency $u=0.26$, and the two factors together raise the rate by 0.6 per cent. If $\nu_0$ is set to $10^{13}$ s$^{-1}$, then $u=0.96$ and the rise is 8 per cent. At 500 K both rises are smaller than the change of about 12 per cent that rounding of the barrier alone may cause. On cooling $u$ grows as $1/T$. For the higher frequency it reaches $2\pi$ near 76 K, where the integral diverges and this treatment of tunnelling fails.

\subsection{Crossings that do not last}

An adatom that has passed the saddle may be pushed back by the crystal. Near the top, let it feel the outward acceleration $\omega_b^2x$, with $x$ now measured from the saddle, a friction $-\gamma v$, and the random thermal acceleration $\xi$ that belongs to this friction. Define $\lambda>0$ by $\lambda^2+\gamma\lambda=\omega_b^2$. The combination $w=v+(\gamma+\lambda)x$ then obeys
\begin{equation}
\dot w=\omega_b^2x-\gamma v+\xi+(\gamma+\lambda)v=\lambda w+\xi ,
\end{equation}
because $\omega_b^2=\lambda(\gamma+\lambda)$. Starting at $x=0$ with velocity $v_0$, the adatom ends on the side given by the sign of $s=v_0+R$, with $R=\int_0^\infty e^{-\lambda t}\xi\,dt$. The thermal noise has strength $2\gamma k_BT/m$, so $R$ is Gaussian with variance $(2\gamma k_BT/m)/(2\lambda)$. This is $\gamma/\lambda$ times the variance of $v_0$.

The fraction of the one-way flow that survives is the mean of $v_0$ over cases with $s>0$, divided by its mean over cases with $v_0>0$, where all other cases contribute zero. For Gaussian variables the mean of $v_0$ at given $s$ is $s/(1+\gamma/\lambda)$, while the width of $s$ exceeds that of $v_0$ by $\sqrt{1+\gamma/\lambda}$. The surviving fraction is
\begin{equation}
\kappa=\frac{\sqrt{1+\gamma/\lambda}}{1+\gamma/\lambda}=\sqrt{\frac{\lambda}{\lambda+\gamma}}=\frac{\lambda}{\omega_b}=\sqrt{1+g^2}-g,\quad g=\frac{\gamma}{2\omega_b}.
\end{equation}
For the strong friction $\gamma=\omega_b$, chosen as an illustration, $\kappa=0.618$ and the rate falls to about $5.5\times10^6$ s$^{-1}$. A simulation of $10^5$ trajectories gave 0.609. The two values differ by about 1.5 per cent of the formula's value. The sampling error is about 0.0025. The finite time step of $0.01/\omega_b$ lowers the expected value to 0.613, as follows from propagating the mean and variance of the linear update rule, and the rest of the gap is 1.7 times the sampling error. For very weak friction $\kappa$ tends to one, but then another assumption fails: the crystal may supply energetic adatoms too slowly to keep the well in equilibrium, and an adatom that escapes may run past several sites.

\subsection{A real surface}

The parameters are rough values in the regime of a silicon adatom moving along the dimer rows of Si(001). They are not a prediction for silicon: an error of 0.1 eV in the barrier, or of a factor of ten in the prefactor, changes the rate at 500 K tenfold. On a growing surface a single barrier does not describe all hops. Motion across the rows, hops near a step and hops beside another adatom have barriers of their own. At 500 K each shift of 0.05 eV moves the rate by a factor of 3.2, more than the quantum and recrossing corrections estimated above. The nine million hops per second therefore describe a lone adatom on a flat terrace with the stated barrier and prefactor.

\section*{Computed results}
\begin{verbatim}
Barrier E: 0.60 eV
Temperature T: 500 K
Prefactor nu: 1.0e+13 1/s
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kB*T: 0.043087 eV
E/(kB*T): 13.9254 (no unit)
ln 10: 2.30259 (no unit)
(E/(kB*T))/ln 10: 6.0477 (no unit)
log10 of k in 1/s: 6.9523 (no unit)
exp(-E/(kB*T)): 8.9591e-07 (no unit)
Hop rate k, one saddle: 8.9591e+06 1/s
Hop rate k: 8.96 million per second
Mean attempts per hop: 1.1162e+06 (no unit)
Mean wait 1/k: 111.6 ns
Total rate, two equal exits: 1.7918e+07 1/s
Mean stay, two equal exits: 55.8 ns
Mean stay, sampled: 55.8 ns
Rate at 510 K: 1.1772e+07 1/s
Rate factor for +10 K: 1.314 (no unit)
Rate at 300 K: 8.326e+02 1/s
Rate for E = 0.55 eV: 2.859e+07 1/s
Rate for E = 0.65 eV: 2.807e+06 1/s
Rate factor per 0.05 eV: 3.19 (no unit)
Model mass: 28 u
Model site spacing: 0.38 nm
Cosine-profile frequency: 2.676e+12 1/s
nu / cosine frequency: 3.74 (no unit)
Cosine-profile flux rate: 2.351e+06 1/s
Flux / harmonic rate, 500 K: 0.9807 (no unit)
Flux / harmonic rate, 250 K: 0.9907 (no unit)
h*freq/(kB*T), cosine freq: 0.2568 (no unit)
Tunnelling factor, cosine freq: 1.0028 (no unit)
Well-level factor, cosine freq: 1.0028 (no unit)
Both factors, cosine freq: 1.0055 (no unit)
h*freq/(kB*T), freq = nu: 0.9598 (no unit)
Tunnelling factor, freq = nu: 1.0394 (no unit)
Well-level factor, freq = nu: 1.0388 (no unit)
Both factors, freq = nu: 1.0798 (no unit)
Friction / barrier ang. frequency: 1.0 (no unit)
Recrossing factor, formula: 0.618 (no unit)
Recrossing factor, simulated: 0.609 (no unit)
\end{verbatim}
